# The singles term in second-order perturbation theory for high-spin ROHF, part 3

The problem is the second-order (RMP2) energy of a high-spin ROHF determinant $\Phi$ of spin $S$ and its singles part $E_S$. Units are atomic (Eh), orbitals real, $H$ spin-free, $V_{nn}$ the nuclear repulsion. For spin orbitals, $i,j,k,l$ occupied and $a,b,c$ empty, with one-electron integrals $h_{pq}$, $\langle pq\|rs\rangle=(pr|qs)-(ps|qr)$, $D_{qp}=\langle a^\dagger_pa_q\rangle$, $\Phi_i^a=a^\dagger_aa_i\Phi$, $\Phi_{ij}^{ab}=a^\dagger_aa^\dagger_ba_ja_i\Phi$ and $\phi_i\to\phi_i+\kappa\phi_a$,

$$E[D] = \sum_{pq}h_{pq}D_{qp} + \frac12\sum_{pqrs}\langle pq\|rs\rangle D_{rp}D_{sq}. \tag{1}$$

$$\delta E = \sum_{pr}F_{pr}\,\delta D_{rp},\qquad F_{pr} = h_{pr} + \sum_j\langle pj\|rj\rangle . \tag{2}$$

$$\frac{dE}{d\kappa}\Big|_0 = 2F_{ai},\qquad \langle\Phi_i^a|H|\Phi\rangle = F_{ai}. \tag{3}$$

$$\langle\Phi_{ij}^{ab}|H|\Phi\rangle = \langle ab\|ij\rangle . \tag{4}$$

For spatial orbitals in the closed, open and virtual spaces $d,s,v$, with $F^c=\tfrac12(F^\alpha+F^\beta)$,

$$F^\beta - F^\alpha = K,\qquad K_{pq} = \sum_{t\ \mathrm{open}}(pt|tq). \tag{5}$$

$$F^\beta_{ds} = 0,\qquad F^\alpha_{sv} = 0,\qquad F^\alpha_{dv} + F^\beta_{dv} = 0 . \tag{10}$$

$$F^\alpha_{dv} = -\tfrac12K_{dv},\qquad F^\beta_{dv} = +\tfrac12K_{dv}. \tag{11}$$

With $Q=1-|\Phi\rangle\langle\Phi|$, $R=Q(E_0-H_0)^{-1}Q$ and $\Psi_1=RH\Phi$, RMP2 uses, in spin orbitals,

$$H_0 = \sum_{kl}F_{kl}\,a^\dagger_ka_l + \sum_{bc}F_{bc}\,a^\dagger_ba_c,\qquad V = H - H_0, \tag{12}$$

$$E_0 = \sum_iF_{ii},\qquad E_1 = -\frac12\sum_{ij}\langle ij\|ij\rangle,\qquad E_0 + E_1 + V_{nn} = E_{\rm ROHF}. \tag{13}$$

Semicanonical orbitals diagonalize the occupied and virtual blocks of $F^\sigma$ (eigenvalues $\varepsilon$), leaving the coupling block $f^\sigma$. With $t_i^a=f_{ia}/(\varepsilon_i-\varepsilon_a)$ and $D_{ij}^{ab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b$,

$$E_2 = \sum_\sigma\sum_{ia}\frac{(f^\sigma_{ia})^2}{\varepsilon^\sigma_i - \varepsilon^\sigma_a} + \frac14\sum_{ijab}\frac{\langle ab\|ij\rangle^2}{D_{ij}^{ab}}. \tag{16}$$

No term is positive if, for each spin, all occupied $\varepsilon$ lie below all virtual ones.

For one closed, one open and one virtual orbital $i,t,a$, with $K=(it|ta)$, $k=(it|tt)$ and $\Delta_p=F^\alpha_{aa}-F^\alpha_{pp}$,

$$E_S^\alpha = -\frac{K^2}{4}\,\frac{\Delta_t}{\Delta_i\Delta_t - k^2} = -\frac{K^2}{4}\,\frac{1}{\Delta_i - k^2/\Delta_t}. \tag{9}$$

In such a doublet $\Psi_1$ can contain some quartet.

$S_+=\sum_pa^\dagger_{p\alpha}a_{p\beta}$ annihilates $\Phi$. With $T_{ai}=a^\dagger_{a\alpha}a_{i\alpha}-a^\dagger_{a\beta}a_{i\beta}$ and $Y_{ai}=a^\dagger_{a\alpha}a_{i\beta}$, $S_+T_{ai}\Phi=-2Y_{ai}\Phi$ has squared norm 4 and $T_{ai}\Phi$ has 2, so $\langle S^2\rangle_{T\Phi}=S(S+1)+2$. The related doubles use $W_t=a^\dagger_{a\alpha}a_{t\alpha}a^\dagger_{t\beta}a_{i\beta}$.

The window keeps seven orbitals of the butadiene triplet: two closed, two open, three virtual. "Diagonal-only" singles keep only the diagonal of $F^\sigma$ in ROHF orbitals ("rotated": randomly, inside $d,s,v$).

## Entry 9. Spin, and what the singles describe

By (11) the singles part of $H\Phi$ is $-\tfrac12\sum_{ia}K_{ai}T_{ai}\Phi$ in the ROHF orbitals. The states $T_{ai}\Phi$ are mutually orthogonal, as are the $Y_{ai}\Phi$, so the ratio of norms found at the start holds for the sum, and $\langle S^2\rangle = S(S+1) + 2$. For a triplet this is 4, and the window calculation prints $4.0000\,\hbar^2$. The program asserts that this value exceeds that of a triplet and that the whole vector $H\Phi$ is an eigenvector of $S^2$ with eigenvalue 2. The component of spin $S+1$ in the singles is cancelled by the doubles $W_t\Phi$.

$H_0$ does not commute with $S^2$. Inside the $d$ block, for instance, it equals $\sum F^c_{kl}(a^\dagger_{k\alpha}a_{l\alpha} + a^\dagger_{k\beta}a_{l\beta}) - \tfrac12\sum K_{kl}(a^\dagger_{k\alpha}a_{l\alpha} - a^\dagger_{k\beta}a_{l\beta})$, and the second part is of the type $T$, which fails to commute with $S_+$. In the window the Frobenius norm of $[H_0,S^2]$ is $14.48$ Eh $\hbar^2$; its size depends on the dimension of the matrix, and only the fact that it is nonzero is used. So $\Psi_1 = RH\Phi$ need not be pure, as the three-orbital case showed. In the window the components other than triplet make up 0.12 % of $\langle\Psi_1|\Psi_1\rangle$.

These components do not enter $E_2$ directly. Let $P_S$ project on spin $S$. Since $\langle\Phi| = \langle\Phi|P_S$ and $[H,P_S] = 0$,

$$E_2 = \langle\Phi|H|\Psi_1\rangle = \langle\Phi|P_SH|\Psi_1\rangle = \langle\Phi|HP_S|\Psi_1\rangle ,$$

and the program confirms this with the projector built from the eigenvectors of $S^2$. Two limits of the statement must be kept in view. The pure part $P_S\Psi_1$ is itself determined by a resolvent that passes through states of other spin, and in $E_3 = \langle\Psi_1|V - E_1|\Psi_1\rangle$ the contaminant appears in both bra and ket and can contribute.

The singles energy also has a mean-field reading. Rotate the α and β orbitals independently by the orthogonal matrix $\exp A$ with $A_{vo} = \kappa$ and $A_{ov} = -\kappa^T$. To second order the occupied columns have the blocks $1 - \tfrac12\kappa^T\kappa$ (occupied) and $\kappa$ (virtual), so the density has $D_{oo} = 1 - \kappa^T\kappa$, $D_{vo} = \kappa$ and $D_{vv} = \kappa\kappa^T$. Call $D^{(1)}$ the part linear in $\kappa$. Because (1) is quadratic, in semicanonical orbitals

$$E(\kappa) - E_{\rm ROHF} = 2\sum_{ia}f_{ia}\kappa_{ai} + \sum_{ia}(\varepsilon_a - \varepsilon_i)\kappa_{ai}^2 + \frac12\sum\langle pq\|rs\rangle D^{(1)}_{rp}D^{(1)}_{sq} + O(\kappa^3). \tag{18}$$

If the last term is dropped, the minimum lies at $\kappa_{ai} = f_{ia}/(\varepsilon_i - \varepsilon_a) = t_i^a$, and its value is $\sum f_{ia}^2/(\varepsilon_i - \varepsilon_a) = E_S$. The singles term is thus the uncoupled estimate of the energy gained by letting the closed orbitals polarize toward the UHF solution. The sign of the dropped term is known along directions with $D^{(1)\alpha} = -D^{(1)\beta}$. The total density change is zero there, so the Coulomb part vanishes, and the exchange part is $-\tfrac12\sum_\sigma\iint\gamma_\sigma(1,2)^2/r_{12}\le0$, with $\gamma_\sigma(1,2) = \sum_{pr}D^{(1)\sigma}_{rp}\phi_r(1)\phi_p(2)$ real and symmetric. The amplitudes $t$ point along such a direction to leading order in $K/\Delta$. To that order, within the quadratic approximation, and provided (18) has a minimum in the space of rotations considered, the full relaxation energy $E_{\rm UHF} - E_{\rm ROHF}$ is at least as large in magnitude as $E_S$.

## Entry 10. Triplet butadiene

The system is planar s-trans-butadiene in an idealized geometry with rounded typical bond lengths, C=C 1.34 Å, C–C 1.46 Å, C–H 1.09 Å, and all angles 120°. The basis is 6-31G with 48 functions, and all electrons are correlated. The triplet has 14 closed orbitals, one of them π ($a_u$), two open π orbitals ($b_g$ and $a_u$, a $^3B_u$ state), and 32 virtual orbitals. The singlet is treated by RHF and MP2 at the same geometry. The program and its output follow this text.

Equation (13) reads $-104.298467 - 154.556879 + 104.103795 = -154.751551$ Eh, against $E_{\rm ROHF} = -154.751552$ Eh, the last digit differing by rounding. The semicanonical gaps are $0.194090 + 0.197995 = 0.392085$ Eh for α and $0.021133 + 0.364896 = 0.386029$ Eh for β. Both are positive, so the condition below (16) holds.

Each open orbital belongs to a one-dimensional irreducible representation, so $K$ is totally symmetric and $f$ connects orbitals of the same symmetry only. The occupied α orbital of $b_g$ symmetry has no closed orbital to mix with, and its coupling vanishes by $F^\alpha_{sv} = 0$. All π singles are therefore $a_u\to a_u$. The largest α term is of this kind:

$$\frac{0.021314^2}{-0.504179 - 0.732697} = \frac{0.00045429}{-1.236876} = -0.000367\ \text{Eh}.$$

The largest β term starts from the highest occupied β orbital, the only π orbital with a β electron:

$$\frac{0.019493^2}{-0.364896 - 0.795261} = \frac{0.00037998}{-1.160157} = -0.000328\ \text{Eh}.$$

The sums are $E_S^\alpha = -0.001671$ Eh and $E_S^\beta = -0.001698$ Eh, together $-0.003369$ Eh or $-0.092$ eV. Both have the same total numerator, $0.050557^2 = 0.002556$ Eh², so they differ only in how it is weighted by denominators. The effective denominators are $0.002556/0.001671 = 1.53$ Eh and $0.002556/0.001698 = 1.51$ Eh, about four times the gaps. Replacing every denominator by the gap gives the bounds $|E_S^\alpha|\le0.002556/0.392 = 0.0065$ Eh and $|E_S^\beta|\le0.002556/0.386 = 0.0066$ Eh, which the actual values are far from reaching: the denominators, weighted by $f^2$, are several times the gap. Even the largest β term, which starts from the highest occupied β orbital, ends in a virtual orbital at $0.795261$ Eh, far above the lowest one at $0.021133$ Eh.

The output shows that the σ orbitals carry most of the singles energy although both open orbitals are π. The π part is $-0.000931$ Eh, of which the two terms above supply $-0.000695$ Eh, and the σ part is $-0.002438$ Eh, 72 % of the total. Symmetry allows this, since $(it|ta)$ with $i$ and $a$ of σ type contains the π orbital twice. No single term exceeds $0.000367$ Eh in magnitude, so the σ part is spread over at least seven terms, $0.002438/0.000367$ being 6.6. It describes the spin polarization of the σ framework by the unpaired π electrons.

The doubles are $-0.041249$ Eh (αα), $-0.032412$ Eh (ββ) and $-0.257120$ Eh (αβ), with total $-0.330782$ Eh. Then $E_2 = -0.003369 - 0.330782 = -0.334151$ Eh, of which the singles are 1.0 %, and $E_{\rm RMP2} = -154.751552 - 0.334151 = -155.085703$ Eh. The singlet has $E_{\rm MP2} = -154.860042 - 0.358206 = -155.218248$ Eh, with no singles term. The vertical singlet-triplet gaps are:

| Triplet / singlet | Gap (Eh) | Gap (eV) |
|---|---|---|
| ROHF / RHF | 0.108490 | 2.95 |
| RMP2 / MP2 | 0.132545 | 3.61 |
| RMP2 without singles / MP2 | 0.135914 | 3.70 |
| UMP2 / MP2 | 0.132803 | 3.61 |

The RMP2 entry is $-155.085703 + 155.218248 = 0.132545$ Eh. Because the singlet has no singles term, the whole of $E_S$ passes into the gap. It lowers the gap by 0.09 eV, 2.5 % of the RMP2 gap, and it is 14 % of the net second-order shift $0.132545 - 0.108490 = 0.024055$ Eh in magnitude. A term that is 1 % of the correlation energy of one state matters more in the difference, because the doubles of the two states largely cancel ($-0.330782$ against $-0.358206$ Eh). A basis without polarization functions and an idealized geometry do not support a comparison with experiment at the level of the singles term, and the digits in the table serve to compare the methods with each other. They are not converged with respect to the basis. In 6-31G* and cc-pVDZ the singles term is $-0.0048$ Eh (0.13 eV), its σ share is 80 % and 78 %, it recovers 62 % of the UHF relaxation discussed below, the ROHF/RHF gap is 3.04 and 3.07 eV, and the RMP2/MP2 gap is 3.56 and 3.57 eV. The RHF singlet is itself unstable toward a UHF solution, lower by $0.0058$ Eh in 6-31G, which the table does not use.

The UHF triplet converged from the ROHF density under the $C_{2h}$ constraint lies $0.006028$ Eh below ROHF, with $\langle S^2\rangle = 2.019\,\hbar^2$. It is not the lowest UHF solution: it is internally unstable, and without the symmetry constraint the unstable direction leads to a determinant $0.0147$ Eh below ROHF with $\langle S^2\rangle = 2.19\,\hbar^2$. All UHF and UMP2 numbers in this entry, including the last row of the table, refer to the symmetry-constrained solution. The singles term recovers $0.003369/0.006028 = 56$ % of this relaxation. The direction agrees with the inequality below (18); that the dropped exchange term accounts for the remaining 44 %, and the cubic terms for little, is a conjecture that was not tested. The UMP2 total is $-154.757580 - 0.327865 = -155.085445$ Eh, which is $0.000258$ Eh above RMP2. Without the singles RMP2 would be at $-155.085703 + 0.003369 = -155.082334$ Eh, $0.003111$ Eh above UMP2. For this weakly contaminated, symmetry-constrained UHF solution the two second-order energies agree closely in 6-31G once the singles are included; the difference grows to $0.0015$ Eh in 6-31G* and $0.0018$ Eh in cc-pVDZ, against a singles term of $-0.0048$ Eh in both. One molecule does not establish how general that is, and no such agreement is to be expected when the UHF determinant is strongly contaminated, since the two references then differ at zeroth order.

## Entry 11. Where the result stops holding

The derivation used a single high-spin determinant. An open-shell singlet or another low-spin coupling is not one determinant, so (1) to (5), which were derived for a determinant, do not hold for it, and (16) does not apply. A single determinant with open orbitals of both spins, taken in its place, is not a pure spin state: $S_+\Phi\neq0$, and (5) acquires a difference of exchange operators for the two sets of open orbitals.

Equation (16) itself needs only a determinant and the partition (12), while (10) and (11) need convergence. With an unconverged reference $f$ also contains the residual ROHF gradient, and the singles term then mixes spin polarization with ordinary orbital relaxation. If the ROHF equations have several solutions, for example one that keeps and one that breaks the spatial symmetry, each defines its own $H_0$ and its own $E_2$.

The denominators must stay away from zero. Positive gaps for both spins are an assumption to be checked, as in Entry 10. Equation (9) gives an example of what happens otherwise: for nonzero $K$ and $k$ the α singles energy diverges when the α gap closes. A gap that is positive but small compared with the couplings, as for stretched bonds or nearly degenerate configurations, makes the amplitudes $f/\Delta$ or $\langle ab\|ij\rangle/D$ large, and second order is then no guide to the energy. In the butadiene triplet the two largest singles terms have amplitudes $0.021314/1.236876 = 0.017$ and $0.019493/1.160157 = 0.017$, small compared with one. The largest doubles amplitude, of αβ type, is about $0.10$.

## Computed results

```
geometry: C=C 1.34 A, C-C 1.46 A, C-H 1.09 A, angles 120 deg; 6-31G
basis functions 48; closed 14, open 2, virtual 32
nuclear repulsion: 104.103795 Eh
E0 (sum of occupied e): -104.298467 Eh
E1: -154.556879 Eh
E(ROHF) triplet: -154.751552 Eh
norm F_ov alpha: 0.050557 Eh
norm F_ov beta: 0.050557 Eh
dE/dkappa alpha only: 0.101115 Eh
dE/dkappa beta only: -0.101115 Eh
dE/dkappa both spins: 0.000000 Eh
alpha highest occupied e: -0.197995 Eh
alpha lowest virtual e: 0.194090 Eh
largest alpha single (pi): |f| 0.021314, e_i -0.504179, e_a 0.732697, term -0.000367 Eh
beta highest occupied e: -0.364896 Eh
beta lowest virtual e: 0.021133 Eh
largest beta single (pi): |f| 0.019493, e_i -0.364896, e_a 0.795261, term -0.000328 Eh
singles alpha: -0.001671 Eh
singles beta: -0.001698 Eh
singles total: -0.003369 Eh
singles pi part: -0.000931 Eh
singles sigma part: -0.002438 Eh
doubles aa: -0.041249 Eh
doubles bb: -0.032412 Eh
doubles ab: -0.257120 Eh
doubles total: -0.330782 Eh
E2 RMP2: -0.334151 Eh
singles share of E2: 1.01 %
E(RMP2) triplet: -155.085703 Eh
diagonal-only singles, PySCF orbitals: -0.003360 Eh
diagonal-only singles, rotated: -0.001194 Eh
E(RHF) singlet: -154.860042 Eh
E2 MP2 singlet: -0.358206 Eh
E(MP2) singlet: -155.218248 Eh
E(UHF) triplet: -154.757580 Eh
E(UHF)-E(ROHF): -0.006028 Eh
<S^2> UHF: 2.0194 hbar^2
E2 UMP2 triplet: -0.327865 Eh
vertical gap ROHF: 0.108490 Eh = 2.952 eV
vertical gap RMP2: 0.132545 Eh = 3.607 eV
vertical gap RMP2 no singles: 0.135914 Eh = 3.698 eV
vertical gap UMP2: 0.132803 Eh = 3.614 eV
singles total: -0.092 eV
window: 7 orbitals, 4 alpha, 2 beta, 735 determinants
window singles: -0.00079555 Eh
window doubles: -0.01510169 Eh
window E2 formula: -0.01589724 Eh
window E2 eigenvalue: -0.01589724 Eh
window residual of full Fock operator: 0.030534 Eh
window <S^2> of singles part of H Phi: 4.0000 hbar^2
window norm [H0,S^2]: 14.4825 Eh hbar^2
window non-triplet weight of Psi1: 0.1167 %
```
